# Relativistic exchange functionals versus relativistic kinematics in heavy atoms

**Q.** I am setting up a Kohn-Sham calculation for mercury. The electrons near the nucleus are fast, so I replace the Schrödinger equation by the Dirac equation. The exchange functional comes from a nonrelativistic electron gas, so it must be just as wrong. Surely correcting it matters as much as correcting the kinematics?

**A.** The functional does have a relativistic correction. Its size has to be worked out before it is compared with anything. Take the local density approximation (LDA) for an unpolarized gas of density $n$. Its Fermi wavenumber is $k_F=(3\pi^2n)^{1/3}$, and the only dimensionless parameter that contains $c$ and $n$ but not the charge is

$$\beta=\frac{\hbar k_F}{mc}.$$

Exchange is of first order in $e^2$, so its relativistic correction factor can depend on $\beta$ alone. The correction is small for $\beta\ll1$ and becomes appreciable where the Fermi momentum $\hbar k_F$ is comparable with $mc$.

**Q.** What changes in the exchange energy when the electrons are Dirac electrons?

**A.** The spinors overlap differently, and the electrons also exchange transverse photons. I measure momenta in units of $mc$ and energies in $mc^2$. Let $\mathbf p,\mathbf q$ be two occupied momenta, with $E=\sqrt{1+p^2}$ and $E'=\sqrt{1+q^2}$. Only positive-energy states are occupied, and pair creation is left out. The spin sum of $uu^\dagger$ is the projector

$$\Lambda(\mathbf p)=\tfrac12\left[1+(\boldsymbol\alpha\cdot\mathbf p+\beta_D)/E\right],$$

where $\beta_D$ is the Dirac matrix, not the parameter $\beta$. We need $\mathrm{tr}\,1=4$, $\mathrm{tr}\,\alpha_i\alpha_j=4\delta_{ij}$, $\mathrm{tr}\,\beta_D^2=4$ and vanishing mixed traces. The charge part is then

$$f_C=\mathrm{tr}\,\Lambda(\mathbf p)\Lambda(\mathbf q)=1+\frac{1+\mathbf p\cdot\mathbf q}{EE'} .$$

It tends to 2, the spin degeneracy, at small momenta.

For the currents, $\sum_i\alpha_i\alpha_j\alpha_i=-\alpha_j$ and $\sum_i\alpha_i\beta_D\alpha_i=-3\beta_D$ give

$$\sum_i\mathrm{tr}\,\Lambda(\mathbf p)\alpha_i\Lambda(\mathbf q)\alpha_i=3-\frac{3+\mathbf p\cdot\mathbf q}{EE'} .$$

Charge minus current, with $X=EE'-\mathbf p\cdot\mathbf q$, is $(4-2X)/(EE')$.

**Q.** Why may I simply subtract the currents? In Coulomb gauge there is an instantaneous part and a transverse part.

**A.** Let $\mathbf k=\mathbf p-\mathbf q$ and $\omega=E-E'$. Current conservation between free states makes the longitudinal current product equal to $\omega^2/k^2$ times the charge product. Writing these products as $\rho\rho$ and $jj$,

$$\frac{\rho\rho-jj}{k^2-\omega^2}=\frac{\rho\rho(1-\omega^2/k^2)-j_Tj_T}{k^2-\omega^2}=\frac{\rho\rho}{k^2}-\frac{j_Tj_T}{k^2-\omega^2}.$$

The right side is Coulomb plus retarded transverse exchange. Moreover $k^2-\omega^2=p^2+q^2-2\mathbf p\cdot\mathbf q-E^2-E'^2+2EE'=2(X-1)$. The two kernels are therefore

$$K_C=\frac{f_C}{k^2},\qquad K_{\rm full}=\frac{2-X}{EE'(X-1)}=\frac1{EE'}\left(\frac1{X-1}-1\right).$$

**Q.** How do they become a potential?

**A.** The exchange energy per volume is, with wavevectors restored as integration variables,

$$e_x=-\frac12\frac{e^2}{\varepsilon_0}\iint_{k,k'<k_F}\frac{d^3k\,d^3k'}{(2\pi)^6}\,\mathcal K ,$$

where $\mathcal K=(\hbar/mc)^2K$. The factor $\frac12$ counts each pair once. The LDA potential is $v_x=de_x/dn$. Raising $k_F$ moves both integration limits, so the derivative of the double integral is $2\cdot4\pi k_F^2\int d^3k'\,\mathcal K$ with $|\mathbf k|=k_F$. Dividing by $dn/dk_F=k_F^2/\pi^2$ gives

$$v_x=-\frac{e^2}{4\pi\varepsilon_0}\frac1{4\pi^2}\int d^3k'\,\mathcal K=-\frac{e^2}{4\pi\varepsilon_0}\frac{k_F}{\pi}\,G,\qquad G=\frac1{4\pi\beta}\int_{q<\beta}d^3q\,K .$$

At low density $K\to2/k^2$ and $G\to1$, the ordinary LDA. So $G$ is the correction factor of the potential.

For the full kernel set $p=\beta=\sinh a$, $\eta=\sqrt{1+\beta^2}=\cosh a$, $q=\sinh b$, so that $dq/E'=db$. The angular integral of $1/(X-1)$ is

$$\frac1{\beta q}\ln\frac{\cosh(a+b)-1}{\cosh(a-b)-1}=\frac{2L}{\beta q},\qquad L=\ln\frac{\sinh\frac{a+b}2}{\sinh\frac{a-b}2},$$

and that of 1 is 2. With $2\pi$ from the azimuth,

$$G_{\rm full}=\frac1{\beta\eta}\int_0^a db\left[\frac{\sinh b}{\beta}L-\sinh^2b\right].$$

In the first term integrate $\sinh b$ to $\cosh b-\cosh a$. The boundary terms vanish, because $L=0$ at $b=0$ and the factor beats the logarithm at $b=a$. Since $dL/db=\sinh a/(\cosh a-\cosh b)$, the integral of $L\sinh b$ is $a\sinh a=a\beta$. The second integral is $(\beta\eta-a)/2$. Hence

$$G_{\rm full}=\frac{a-(\beta\eta-a)/2}{\beta\eta}=-\frac12+\frac{3a}{2\beta\eta},\qquad a=\operatorname{arsinh}\beta .$$

**Q.** My atomic code uses the Dirac-Coulomb Hamiltonian, without transverse photons. Is this the right factor for it?

**A.** No, that Hamiltonian goes with $K_C$. Put $\mathbf p\cdot\mathbf q=(p^2+q^2-k^2)/2$ into $f_C$:

$$K_C=\frac1{2EE'}\left[\frac{(E+E')^2}{k^2}-1\right].$$

The angular integral of $1/k^2$ is $M/(\beta q)$, with $M=\ln[(\beta+q)/(\beta-q)]$. Thus

$$G_C=\frac1{4\beta\eta}\left[\frac J\beta-(\beta\eta-a)\right],\qquad J=\int_0^a db\,\sinh b\,(\eta+E')^2M .$$

Integrate by parts again, choosing the antiderivative $[(\eta+E')^3-8\eta^3]/3$, which vanishes at $b=a$. With $dM/db=2\beta E'/(\eta^2-E'^2)$ and

$$8\eta^3-(\eta+E')^3=(\eta-E')(7\eta^2+4\eta E'+E'^2),$$

one factor $\eta-E'$ cancels. Polynomial division leaves

$$J=\frac{2\beta}3\int_0^a db\left[E'^2+3\eta E'+4\eta^2-\frac{4\eta^3}{\eta+E'}\right].$$

Here $E'=\cosh b$. The four integrals use $\int E'^2db=(\beta\eta+a)/2$, $\int E'db=\beta$, $\int db=a$ and

$$\int_0^a\frac{db}{\cosh a+\cosh b}=\frac1{\sinh a}\left[\ln\frac{\cosh\frac{a+b}2}{\cosh\frac{a-b}2}\right]_0^a=\frac{\ln\eta}\beta .$$

Collecting terms, the bracket in $G_C$ becomes $\frac43\beta\eta+\frac43a+\frac83\eta^2a-\frac83\eta^3\ln\eta/\beta$, and

$$G_C=\frac13+\frac{(3+2\beta^2)a}{3\beta\eta}-\frac{2\eta^2\ln\eta}{3\beta^2}.$$

**Q.** I also need total energies, for ionization.

**A.** Write $e_x=-(e^2/4\pi\varepsilon_0)\,k_F^4\Phi/(4\pi^3)$. Then $v_x=de_x/dn$ requires $d(\beta^4\Phi)/d\beta=4\beta^3G$, with $\beta^4\Phi=0$ at $\beta=0$. Let $y=\beta\eta-a$, for which $y'=2\beta^2/\eta$. The solutions are

$$\beta^4\Phi_{\rm full}=\beta^4-\tfrac32y^2,$$

$$\beta^4\Phi_C=\tfrac56\beta^4+\tfrac13\beta^2+\tfrac23\beta^3\eta a-\tfrac23\eta^4\ln\eta-\tfrac12y^2 .$$

The first has derivative $4\beta^3-6\beta^2y/\eta=-2\beta^3+6\beta^2a/\eta$, as required. In the second, use $a'=1/\eta$ and $\eta'=\beta/\eta$. The terms without $a$ or a logarithm add to $\frac43\beta^3$, those with $a$ to $\frac43\beta^2(3+2\beta^2)a/\eta$, and the logarithm gives $-\frac83\beta\eta^2\ln\eta$. Division by $4\beta^3$ returns $G_C$.

These formulas were tested against direct quadrature over the two Fermi spheres. At $\beta=1$ both routes give $\Phi_C=0.93148$ and $\Phi_{\rm full}=0.57412$.

**Q.** What do the factors say at low and high density?

**A.** For small $\beta$, $a/(\beta\eta)\approx1-\frac23\beta^2$ and $\eta^2\ln\eta\approx\frac12\beta^2+\frac14\beta^4$. Therefore

$$G_{\rm full}\approx1-\beta^2,\qquad G_C\approx1-\tfrac16\beta^2 .$$

Five sixths of the leading correction to the potential is transverse. Putting $G_{\rm full}$ into a Dirac-Coulomb calculation therefore adds an interaction that its Hamiltonian does not contain.

For large $\beta$, $G_{\rm full}\to-\frac12$: exchange has become repulsive, after a sign change at $\beta=1.946$. In the Coulomb case $a\to\ln2\beta$, the two logarithms of $\beta$ cancel, and $G_C\to\frac13+\frac23\ln2=0.795$. The sign change thus comes from the transverse part.

**Q.** Then where in mercury is $\beta$ large?

**A.** I computed the free atom with exchange-only LDA, a spherical density and a point nucleus. With ordinary exchange in the Dirac equation, $\beta=1$ is reached at $r=0.545$ pm, and the density inside that radius integrates to only 0.75 electrons, out of 80. At $r=6.57$ pm, which encloses about 15 electrons, $\beta$ has dropped to 0.2. At the mean radius of the 6s orbital, 144 pm, $\beta=0.0060$. There the full correction changes the exchange potential by a fraction $\beta^2\approx4\times10^{-5}$.

**Q.** So a valence electron does not notice it?

**A.** It notices a little, because a 6s electron also visits the core. For small $\beta$ the change in potential is

$$\Delta v_x=\frac{e^2}{4\pi\varepsilon_0}\frac{k_F\beta^2}\pi=\frac{e^2}{4\pi\varepsilon_0}\frac{3\pi\hbar^2}{m^2c^2}\,n ,$$

using $k_F^3=3\pi^2n$. It is repulsive and proportional to the total density. At fixed density, orbital $i$ shifts to first order by $\int n_i\,\Delta v_x\,d^3r$, where $n_i$ is its normalized density. This overlap favours the core even for a valence orbital. Evaluated with the complete $G_{\rm full}$, 85% of the first-order 6s shift comes from the region $\beta>0.2$. For 1s the share is 100% to the printed digit.

**Q.** For 1s, at least, the functional should then rival the kinematics.

**A.** A simple case shows why it does not in a heavy atom. Consider an ion with two 1s electrons, large $Z$ and small $Z\alpha$, where $\alpha$ is the fine-structure constant. Use hydrogen-like orbitals, $n_{1s}=(Z^3/\pi a_0^3)e^{-2Zr/a_0}$, with $a_0$ the Bohr radius and $n=2n_{1s}$. Then

$$\int n_{1s}^2\,d^3r=\frac{Z^6}{\pi^2a_0^6}\,4\pi\,\frac{2a_0^3}{(4Z)^3}=\frac{Z^3}{8\pi a_0^3}.$$

With $e^2/(4\pi\varepsilon_0)=\alpha\hbar c$ and $a_0=\hbar/(\alpha mc)$, the functional shift at leading order is

$$\Delta\varepsilon_{\rm fun}=\alpha\hbar c\,\frac{3\pi\hbar^2}{m^2c^2}\cdot2\cdot\frac{Z^3}{8\pi a_0^3}=\frac34\alpha^4Z^3mc^2 .$$

Expanding the Dirac level $mc^2[\sqrt{1-(Z\alpha)^2}-1]$ gives the kinematic shift, $-\frac18\alpha^4Z^4mc^2$. The ratio is

$$\frac{\Delta\varepsilon_{\rm fun}}{\Delta\varepsilon_{\rm kin}}\approx-\frac6Z .$$

Both effects are of order $\alpha^4mc^2$. The kinematic one is driven by the nuclear charge $Z$, while the functional corrects an electron-electron term, which costs one power of $Z$. For $Z=80$ the estimate is 7.5% in magnitude. It is rough, since $Z\alpha=0.58$ is not small.

The estimate describes the local functional, not exact exchange. Five sixths of $\Delta\varepsilon_{\rm fun}$, or $\frac58\alpha^4Z^3mc^2$, is transverse. Because the energy correction is quadratic in $n$, this is also the transverse energy of the pair. The exact value follows from the Breit interaction, which for two 1s electrons of opposite spin reduces at this order to the spin-spin contact term. In atomic units that is $2\pi\alpha^2\int n_{1s}^2\,d^3r=\frac14\alpha^2Z^3$, or $\frac14\alpha^4Z^3mc^2$. The local form is thus too large by a factor $\frac52$ in this ion at small $Z\alpha$; with Dirac orbitals the factor is about 2.2 at $Z=80$. The remaining sixth, $\frac18\alpha^4Z^3mc^2$, is the local Coulomb correction, and it has no exact counterpart here. The small components of the two 1s spinors are $\boldsymbol\sigma\cdot\hat{\mathbf r}$ times the spin functions, and $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, so their overlap density vanishes. Exact Coulomb exchange is then minus half the Hartree energy, with no factor that depends on $c$.

The ratio $6/Z$ also sets a limit on my claim. In a light atom $6/Z$ is not small. There both corrections are tiny, and the large-$Z$ estimate itself loses its footing, so I make the comparison for heavy atoms.

**Q.** What does the self-consistent calculation give?

**A.** I call the change from Schrödinger to Dirac, with ordinary exchange in both, the kinematic shift. The functional shift is the change from ordinary to relativistic exchange within the Dirac equation. For 1s,

$$\Delta_{\rm kin}=-82979.2-(-74965.2)=-8014.0\ \text{eV},$$

$$\Delta_{\rm fun}=-82444.9-(-82979.2)=+534.3\ \text{eV}\quad\text{(full)}.$$

The ratio of magnitudes is 6.7%. With Coulomb exchange alone the functional shift is 84.7 eV, or 1.1%. So the core level moves strongly in absolute terms, by hundreds of eV with the full functional, yet even there the kinematic effect is fifteen times larger.

For the valence properties the changes are:

| Property | Kinematic | Full functional |
|---|---:|---:|
| 6s level (eV) | −1.456 | +0.038 |
| 5d$_{5/2}$ level (eV) | +2.942 | −0.044 |
| Mean 6s radius (pm) | −22.27 | +0.45 |
| Ionization energy (eV) | +1.944 | −0.049 |

The ionization energy is the difference of the total energies of ion and atom, the ion being treated without spin polarization. It is 7.963 eV with Schrödinger kinematics, 9.907 eV with Dirac kinematics, and 9.859 eV when the full functional is added. The last value was tested by integrating the negative of the 6s eigenvalue over its occupation from 1 to 2, which also gives 9.859 eV.

**Q.** The valence shifts are small in eV, but relative to the kinematics they are 1.5 to 2.6%. I expected a far smaller fraction than the 6.7% for 1s.

**A.** So would anyone who compared the full kinematic shift with $\beta^2$ at the valence radius. But the kinematic correction to a 6s electron also arises largely where the electron is fast, near the nucleus. The 6s orbital has only a small amplitude there, and this reduces both direct effects by orders of magnitude. The two reduction factors are not equal, and the response of the density then changes each shift further, so the final ratio need not match that of 1s. The argument explains only why the ratio is a few percent and not of order $\beta^2$ at the valence radius. A few percent is not a rule for every level: where the net kinematic shift happens to be small the ratio is large, as for 5p$_{3/2}$, with $+0.16$ eV against $-0.25$ eV. The valence shift is therefore small in absolute size, hundredths of an eV against hundreds of eV for 1s, but not in its ratio to the kinematic shift.

**Q.** Is the first-order picture good enough to predict the 6s shift?

**A.** Not by itself. For 1s the first-order shift is 564 eV and the self-consistent one 534 eV, so the response of the density removes about 5%. For 6s the first-order value is 0.0965 eV and the final one 0.0379 eV. The response cancels $1-0.0379/0.0965=61\%$.

The 5d level shows the response even more clearly. Since $\operatorname{arsinh}\beta<\beta<\beta\eta$, we have $G_{\rm full}<1$ for every $\beta>0$. Thus $\Delta v_x$ is positive everywhere and every first-order shift is upward. The 5d$_{5/2}$ level nevertheless moves down by 0.044 eV, so its shift is dominated by the change in the other contributions to the potential. A likely mechanism is that the s and p orbitals expand slightly and screen the nucleus less. The 6s expansion agrees with this, but I have not separated the contributions orbital by orbital.

**Q.** Could I keep the Schrödinger equation and put all the relativity into the functional?

**A.** That goes the wrong way. With Schrödinger kinematics the full functional raises 1s by 365 eV, whereas the Dirac equation lowers it by 8014 eV. It raises 6s by 0.013 eV and expands it by 0.29 pm, whereas the Dirac equation lowers it by 1.456 eV and contracts it by 22.3 pm.

Nor can this functional create spin-orbit splitting, because it supplies a potential that depends on density alone. In the Schrödinger atom both 5d levels stay degenerate. In the Dirac atom with ordinary exchange they are $9.875-8.039=1.836$ eV apart. The full functional changes this to $9.913-8.082=1.831$ eV.

**Q.** What follows for pseudopotentials and solids?

**A.** Take a valence gas with $k_F=1/a_0$ as a round figure. Then $\beta=\hbar/(mca_0)=\alpha=1/137$, and the full correction to its exchange potential is a fraction $\alpha^2\approx5\times10^{-5}$. In the bonding region the ordinary functional is sufficient at that level.

A pseudopotential removes the core, where the correction acts, but inherits its effect through the reference atom. For mercury this is the scale of the table, a few hundredths of an eV in the 6s and 5d levels. Semicore levels move by tenths of an eV: $+0.61$ eV for 5s, $+0.36$ eV for 5p$_{1/2}$ and $-0.40$ eV for 4f$_{7/2}$. The kinematic effect inherited in the same way is of the order of eV, so the reference atom must be relativistic. How far the small functional shift carries over to energy differences in a solid is a separate question, which this atomic calculation does not answer.

**Q.** When should I use the relativistic functional after all?

**A.** Use it to estimate how large these effects are in core levels, or when you want 6s and 5d energies converged below about 0.05 eV within this model. For accurate core levels the transverse part needs a nonlocal treatment, since the local form already overstates it by a factor of 2.2 to 2.5 in the two-electron ion above. The Coulomb version is the uniform-gas counterpart of a Dirac-Coulomb Hamiltonian, but it does not improve the exchange energy of the atoms considered here. In the two-electron ion the exact correction is zero. In mercury, on the Dirac LDA orbitals, exact Coulomb exchange is $-364.9$ hartree, ordinary LDA gives $-354.35$ and the Coulomb version $-347.8$. The full version is appropriate if transverse exchange is to be included, with the reservation that it is treated locally.

The numbers have a limited meaning. Correlation, nuclear size, radiative corrections and transverse effects beyond local exchange are missing, and Kohn-Sham eigenvalues are not measured binding energies. A point nucleus also exaggerates the density at very small $r$, where $\beta$ is largest. A finite nucleus raises the Dirac 1s level by about 52 eV, so that the 1s shifts become $-7970$ and $+533$ eV; the ratios for 1s and 6s stay at 6.7% and 2.6%. LDA exchange has its own error in mercury, so a relativistic factor that is correct for the gas does not guarantee a more accurate result. The numerical output below lists the values for all the models.

## Computed results

```
Mercury Z = 80, c = 137.0360 atomic units
beta=0.1: Phi Coulomb 0.99890, full 0.99337
beta=0.1: G Coulomb 0.99835, full 0.99008
beta=1.0: Phi Coulomb 0.93148, full 0.57412
beta=1.0: G Coulomb 0.90994, full 0.43484
Quadrature, beta=1: Phi Coulomb 0.93148, full 0.57412
G full vanishes at beta = 1.9460
G Coulomb at large beta = 0.7954
beta=1.0 at r = 0.545 pm, electrons inside 0.75
beta=0.2 at r = 6.568 pm, electrons inside 15.15
beta at mean 6s radius = 0.00600
Schroedinger, ordinary x: 1s -74965.2 eV, 6s -4.585 eV
   5d3/2 -10.981 eV, 5d5/2 -10.981 eV
   <r>6s 166.47 pm, ionization 7.963 eV
Dirac, ordinary x: 1s -82979.2 eV, 6s -6.041 eV
   5d3/2 -9.875 eV, 5d5/2 -8.039 eV
   <r>6s 144.19 pm, ionization 9.907 eV
Dirac, Coulomb rel. x: 1s -82894.6 eV, 6s -6.035 eV
   5d3/2 -9.881 eV, 5d5/2 -8.046 eV
   <r>6s 144.26 pm, ionization 9.900 eV
Dirac, full rel. x: 1s -82444.9 eV, 6s -6.004 eV
   5d3/2 -9.913 eV, 5d5/2 -8.082 eV
   <r>6s 144.64 pm, ionization 9.859 eV
1s shift, kinematics: -8014.075 eV
   functional: Coulomb 84.6890 eV, full 534.3423 eV
   |full functional / kinematics| = 6.67 %
5d5/2 shift, kinematics: 2.942 eV
   functional: Coulomb -0.0069 eV, full -0.0437 eV
   |full functional / kinematics| = 1.49 %
6s shift, kinematics: -1.456 eV
   functional: Coulomb 0.0060 eV, full 0.0379 eV
   |full functional / kinematics| = 2.60 %
<r>6s change: kinematics -22.274 pm, full functional 0.4508 pm
Ionization change: kinematics 1.944 eV, full functional -0.0486 eV
1s first-order full shift 564.4152 eV, from beta>0.2: 100.0 %
6s first-order full shift 0.0965 eV, from beta>0.2: 85.2 %
Schroedinger with full rel. x: 1s shift 365.18 eV, 6s shift 0.0129 eV
   <r>6s change 0.2887 pm
Ionization from 6s occupation integral 9.859 eV
Mesh change: 1s 0.00001 eV, 6s 0.000000 eV
```
